# Zero-field transition frequencies of bond-centred muonium in silicon: verification in Python

```python
"""Zero-field lines of bond-centred muonium in silicon.

Result under test: for H/h = A_par Sz Iz + A_perp (Sx Ix + Sy Iy), with
electron spin S = 1/2, muon spin I = 1/2 and z along the <111> bond,
the transition frequencies are |A_par - A_perp|/2, |A_par + A_perp|/2
and |A_perp|. All three appear in the muon polarization P(t).
Frequencies are in MHz, times in microseconds, fields in tesla.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

A_PAR, A_PERP = -16.8, -92.6
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
ONE = np.eye(2)
S = [np.kron(p / 2, ONE) for p in PAULI]   # electron
I = [np.kron(ONE, p / 2) for p in PAULI]   # muon
Z_AXIS = np.array([0.0, 0.0, 1.0])

g_e = abs(const.value("electron g factor"))
gamma_e = g_e * const.value("Bohr magneton in Hz/T") / 1e6
gamma_mu = 2 * abs(const.value("muon mag. mom.")) / const.h / 1e6


def hamiltonian(a_par, a_perp, axis=Z_AXIS, field=(0, 0, 0)):
    """Spin Hamiltonian over h for a bond along the unit vector axis."""
    tensor = a_perp * np.eye(3) + (a_par - a_perp) * np.outer(axis, axis)
    h = sum(tensor[i, j] * S[i] @ I[j] for i in range(3) for j in range(3))
    return h + sum(field[i] * (gamma_e * S[i] - gamma_mu * I[i])
                   for i in range(3))


def level_formulas(a_par, a_perp):
    """Doublet, T0 and singlet energies over h."""
    return (a_par / 4, -a_par / 4 + a_perp / 2, -a_par / 4 - a_perp / 2)


def line_formulas(a_par, a_perp):
    return np.array([abs(a_par - a_perp) / 2, abs(a_par + a_perp) / 2,
                     abs(a_perp)])


def evolved_polarization(h, direction, t):
    """P(t) from the density matrix, electron initially unpolarized."""
    sigma = sum(2 * direction[i] * I[i] for i in range(3))
    rho = (np.eye(4) + sigma) / 4
    u = expm(-2j * np.pi * h * t)
    return np.trace(u @ rho @ u.conj().T @ sigma).real


# Levels, eigenvectors and lines for several sign combinations
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
triplet_zero = np.array([0, 1, 1, 0]) / np.sqrt(2)
for a_par, a_perp in [(A_PAR, A_PERP), (16.8, -92.6), (70.0, 31.0),
                      (-55.0, 12.0)]:
    h = hamiltonian(a_par, a_perp)
    doublet, t0, s0 = level_formulas(a_par, a_perp)
    energies = np.linalg.eigvalsh(h)
    assert np.allclose(energies, np.sort([doublet, doublet, t0, s0]))
    assert np.allclose(h @ singlet, s0 * singlet)
    assert np.allclose(h @ triplet_zero, t0 * triplet_zero)
    gaps = [abs(x - y) for k, x in enumerate(energies) for y in energies[:k]]
    expected = line_formulas(a_par, a_perp)
    expected = np.sort([0, expected[0], expected[0], expected[1],
                        expected[1], expected[2]])
    assert np.allclose(np.sort(gaps), expected, atol=1e-9)

lines = line_formulas(A_PAR, A_PERP)
assert np.allclose(lines, [37.9, 54.7, 92.6], atol=0.05)

# Muon signal for one tilted bond and for the four <111> bonds
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
bonds = bonds / np.sqrt(3)
directions = [np.array([1.0, 0, 0]), np.array([1.0, 1, 1]) / np.sqrt(3),
              np.array([0.36, 0.48, 0.8])]
for t in [0.0, 0.0037, 0.0112, 0.0291, 0.173]:
    c1, c2, c3 = np.cos(2 * np.pi * lines * t)
    powder = 1 / 6 + c3 / 6 + (c1 + c2) / 3
    for d in directions:
        signals, reversed_signals = [], []
        for bond in bonds:
            p = evolved_polarization(hamiltonian(A_PAR, A_PERP, bond), d, t)
            cos2 = np.dot(bond, d) ** 2
            single = cos2 * (1 + c3) / 2 + (1 - cos2) * (c1 + c2) / 2
            assert abs(p - single) < 1e-9
            signals.append(p)
            reversed_signals.append(evolved_polarization(
                hamiltonian(-A_PAR, A_PERP, bond), d, t))
        assert abs(np.mean(signals) - powder) < 1e-9
        assert abs(np.mean(reversed_signals) - powder) < 1e-9

# Stray field along and across the bond
B_STRAY = 50e-6
doublet, t0, s0 = level_formulas(A_PAR, A_PERP)


def largest_line_shift(field):
    e = np.linalg.eigvalsh(hamiltonian(A_PAR, A_PERP, field=field))
    return max(abs(e[1] - e[0] - lines[0]), abs(e[2] - e[0] - lines[0]),
               abs(e[3] - e[1] - lines[1]), abs(e[3] - e[2] - lines[1]),
               abs(e[3] - e[0] - lines[2]))


e_axial = np.linalg.eigvalsh(hamiltonian(A_PAR, A_PERP,
                                         field=(0, 0, B_STRAY)))
splitting = e_axial[2] - e_axial[1]
assert abs(splitting - (gamma_e - gamma_mu) * B_STRAY) < 1e-9
shift_axial = largest_line_shift((0, 0, B_STRAY))
shift_across = largest_line_shift((B_STRAY, 0, 0))
ratio = largest_line_shift((2 * B_STRAY, 0, 0)) / shift_across
assert abs(ratio - 4) < 0.05   # second order; higher orders are small


# One neighbouring 29Si nucleus with isotropic coupling to the electron
def lines_with_silicon(coupling):
    """Frequencies and cubic-averaged amplitudes, and the static part."""
    h = np.kron(hamiltonian(A_PAR, A_PERP), ONE).astype(complex)
    for i in range(3):
        h += coupling * np.kron(S[i], PAULI[i] / 2)
    e, v = np.linalg.eigh(h)
    assert np.allclose(e[0::2], e[1::2], atol=1e-9)   # Kramers pairs
    weight = np.zeros((8, 8))
    for i in range(3):
        sigma = np.kron(2 * I[i], ONE)
        weight += abs(v.conj().T @ sigma @ v) ** 2 / 24
    pair = weight.reshape(4, 2, 4, 2).sum(axis=(1, 3))
    found = [(e[2 * j] - e[2 * i], 2 * pair[i, j])
             for i in range(4) for j in range(i + 1, 4)]
    return sorted(found), np.trace(pair)


bare, _ = lines_with_silicon(0.0)
amplitudes = [sum(w for f, w in bare if abs(f - line) < 1e-6)
              for line in lines]
assert np.allclose(amplitudes, [1 / 3, 1 / 3, 1 / 6])
static_bare = 1 - sum(amplitudes)
A_SI, ABUNDANCE = -100.0, 0.047
silicon_lines, silicon_static = lines_with_silicon(A_SI)
assert abs(sum(w for _, w in silicon_lines) + silicon_static - 1) < 1e-9
fraction_one = 2 * ABUNDANCE * (1 - ABUNDANCE)
fraction_any = 1 - (1 - ABUNDANCE) ** 2

# Thermal ionization and thermal electron polarization
BARRIER, ATTEMPT, LIFETIME = 0.2, 1e13, 2.2
k_ev = const.k / const.e
ionization = {T: ATTEMPT * np.exp(-BARRIER / (k_ev * T)) / 1e6
              for T in (50, 150)}
decay_rate = 1 / LIFETIME
assert ionization[50] < 1e-6 * decay_rate
assert ionization[150] > decay_rate
temperature_scale = const.h * lines[2] * 1e6 / const.k * 1e3

print(f"A_par = {A_PAR:.1f} MHz, A_perp = {A_PERP:.1f} MHz")
print(f"A_par/4 = {A_PAR / 4:.1f} MHz, A_perp/2 = {A_PERP / 2:.1f} MHz")
print(f"level of doublet (parallel spins) = {doublet:.1f} MHz")
print(f"level of T0 = {t0:.1f} MHz")
print(f"level of singlet = {s0:.1f} MHz")
for k, name in enumerate(["doublet-T0", "singlet-doublet", "singlet-T0"]):
    print(f"nu_{k + 1} ({name}) = {lines[k]:.1f} MHz, "
          f"period = {1e3 / lines[k]:.1f} ns, "
          f"amplitude = {amplitudes[k]:.4f}")
print(f"static part of P = {static_bare:.4f}")
print(f"gamma_e = {gamma_e:.0f} MHz/T, gamma_mu = {gamma_mu:.1f} MHz/T")
print(f"stray field (rough) = {B_STRAY * 1e6:.0f} microtesla")
print(f"doublet splitting, field along bond = {splitting:.2f} MHz")
print(f"largest line shift, field along bond = {shift_axial:.2f} MHz")
print(f"largest line shift, field across bond = {shift_across:.3f} MHz")
print(f"29Si abundance (rough) = {100 * ABUNDANCE:.1f} %")
print(f"centres with exactly one 29Si neighbour = {100 * fraction_one:.1f} %")
print(f"centres with at least one = {100 * fraction_any:.1f} %")
print(f"29Si coupling (rough) = {A_SI:.0f} MHz; lines with one 29Si:")
for f, w in silicon_lines:
    print(f"  {f:.0f} MHz, amplitude {w:.2f}")
print(f"  static part {silicon_static:.2f}")
print(f"ionization barrier (rough) = {BARRIER:.1f} eV")
print(f"attempt rate (rough) = {ATTEMPT:.0e} per s")
for T, rate in ionization.items():
    print(f"ionization rate at {T} K = {rate:.1e} per microsecond")
print(f"muon lifetime (rough) = {LIFETIME:.1f} microseconds")
print(f"muon decay rate = {decay_rate:.2f} per microsecond")
print(f"h nu_3 / k_B = {temperature_scale:.1f} mK")
print("PASS")
```

Printed output:

```
A_par = -16.8 MHz, A_perp = -92.6 MHz
A_par/4 = -4.2 MHz, A_perp/2 = -46.3 MHz
level of doublet (parallel spins) = -4.2 MHz
level of T0 = -42.1 MHz
level of singlet = 50.5 MHz
nu_1 (doublet-T0) = 37.9 MHz, period = 26.4 ns, amplitude = 0.3333
nu_2 (singlet-doublet) = 54.7 MHz, period = 18.3 ns, amplitude = 0.3333
nu_3 (singlet-T0) = 92.6 MHz, period = 10.8 ns, amplitude = 0.1667
static part of P = 0.1667
gamma_e = 28025 MHz/T, gamma_mu = 135.5 MHz/T
stray field (rough) = 50 microtesla
doublet splitting, field along bond = 1.39 MHz
largest line shift, field along bond = 0.70 MHz
largest line shift, field across bond = 0.026 MHz
29Si abundance (rough) = 4.7 %
centres with exactly one 29Si neighbour = 9.0 %
centres with at least one = 9.2 %
29Si coupling (rough) = -100 MHz; lines with one 29Si:
  30 MHz, amplitude 0.17
  30 MHz, amplitude 0.13
  60 MHz, amplitude 0.23
  86 MHz, amplitude 0.08
  116 MHz, amplitude 0.04
  146 MHz, amplitude 0.04
  static part 0.33
ionization barrier (rough) = 0.2 eV
attempt rate (rough) = 1e+13 per s
ionization rate at 50 K = 6.9e-14 per microsecond
ionization rate at 150 K = 1.9e+00 per microsecond
muon lifetime (rough) = 2.2 microseconds
muon decay rate = 0.45 per microsecond
h nu_3 / k_B = 4.4 mK
PASS
```
